# Where Adiabatic Elimination Fails in Two-Photon Excitation with Dephasing

## A case that can be solved in one line

A ground state $g$ is coupled by a laser pulse to an intermediate state $i$, and $i$ to a final state $f$. Two photons together match the step from $g$ to $f$, while one photon misses $i$ by $\Delta=E_i-E_g-\omega>0$. I set $\hbar=1$, so energies and rates are in eV and times in 1/eV. The field is $E_0f(t)\cos\omega t$ with $f=e^{-t^2/2s^2}$, both transition dipoles equal $\mu$, and $\Omega=\mu E_0$. In the frame rotating at $\omega$ for $i$ and $2\omega$ for $f$, dropping terms that oscillate at $2\omega$ leaves half the cosine:

$$H=\begin{pmatrix}0&\Omega f/2&0\\ \Omega f/2&\Delta&\Omega f/2\\0&\Omega f/2&0\end{pmatrix}.$$

Without dephasing and for a weak pulse, $c_g=1$ and

$$c_i(t)=-\frac{i\Omega}{2}\int_0^\infty e^{-i\Delta u}f(t-u)\,du .$$

Inserting this in $\dot c_f=-\tfrac i2\Omega f c_i$ and using $\int f(t)f(t-u)\,dt=s\sqrt\pi\,e^{-u^2/4s^2}$ gives

$$c_f=-\frac{\Omega^2}{4}s\sqrt\pi\int_0^\infty e^{-i\Delta u-u^2/4s^2}du .$$

Adiabatic elimination replaces the last integral by $1/(i\Delta)$. The integral itself is $s\sqrt\pi\,w(-\Delta s)$, with $w$ the Faddeeva function, so the ratio of true to eliminated population is

$$R=\pi z^2|w(z)|^2\simeq 1+\frac1{z^2},\qquad z=\Delta s .$$

The second form follows from integrating by parts: the Gaussian has second derivative $-1/(2s^2)$ at $u=0$, which raises the amplitude by $1/(2z^2)$.

For an intensity width of 100 fs, $s=91.24$/eV, and the error falls to 10% at $\Delta=0.038$ eV. For a weak pulse, one that leaves nearly all population in $g$, this suggests a simple rule: elimination is safe once $\Delta$ far exceeds $\Omega$ and $1/s$. The rule can fail when the states dephase.

## The two models and the quantity compared

Let the coherences $gi$, $if$, $gf$ decay at $\Gamma_1,\Gamma_2,\Gamma_3$ through pure dephasing. From $\dot\rho=-i[H,\rho]$ plus these decays,

$$\begin{aligned}
\dot\rho_{ig}&=-(\Gamma_1+i\Delta)\rho_{ig}-\tfrac{i\Omega f}{2}(\rho_{gg}+\rho_{fg}-\rho_{ii}),\\
\dot\rho_{fi}&=-(\Gamma_2-i\Delta)\rho_{fi}-\tfrac{i\Omega f}{2}(\rho_{ii}-\rho_{fg}-\rho_{ff}),\\
\dot\rho_{fg}&=-\Gamma_3\rho_{fg}-\tfrac{i\Omega f}{2}(\rho_{ig}-\rho_{fi}),\\
\dot\rho_{ii}&=\Omega f\,\mathrm{Im}(\rho_{fi}-\rho_{ig}),\qquad \dot\rho_{ff}=-\Omega f\,\mathrm{Im}\rho_{fi}.
\end{aligned}$$

Probability conservation gives $\rho_{gg}$.

The eliminated model comes from setting $\dot c_i=0$, so that $c_i=-\Omega f(c_g+c_f)/(2\Delta)$. Substitution into the equations for $c_g$ and $c_f$ gives a two-level Hamiltonian whose four elements all equal $-\Omega^2f^2/(4\Delta)$. The light shifts are equal, so the two-photon resonance survives. This model keeps the decay $\Gamma_3$.

"The" failure detuning needs a quantity and a tolerance. I take

$$e(\Delta)=\frac{P_f^{\text{three-level}}}{P_f^{\text{eliminated}}}-1$$

after the pulse, and the largest $\Delta$ at which $|e|=0.1$.

## What dephasing adds at weak field

Write $L_1=\Gamma_1+i\Delta$ and $L_2=\Gamma_2-i\Delta$. A fast coherence obeying $\dot y=-Ly+S$ has the solution $y=S/L-\dot S/L^2+\ddot S/L^3-\dots$, by repeated integration by parts; the boundary terms vanish because the pulse starts smoothly. With $\rho_{gg}=1$,

$$\rho_{ig}=-\frac{i\Omega}{2}\left(\frac f{L_1}-\frac{f'}{L_1^2}+\frac{f''}{L_1^3}\right).$$

Put $\rho_{ii}=\Omega^2A$ and $\rho_{fg}=\Omega^2B$. To leading order $\mathrm{Re}(1/L_1)=\Gamma_1/\Delta^2$ and $-\mathrm{Re}(1/L_1^2)=1/\Delta^2$, hence

$$\dot A=\frac{\Gamma_1f^2+ff'}{2\Delta^2},\qquad \dot B=-\Gamma_3B-\tfrac14u_1,\qquad u_1=\frac{f^2}{L_1}-\frac{ff'}{L_1^2}+\frac{ff''}{L_1^3}.$$

The part of $A$ from $ff'$ is $f^2/(4\Delta^2)$, a virtual population that vanishes with the pulse. The other part stays behind:

$$P_i=\frac{\Omega^2\Gamma_1I_2}{2\Delta^2},\qquad I_2=\int f^2dt=s\sqrt\pi .$$

At the next order $\rho_{fi}$ has the source $-\tfrac i2\Omega^3S$ with $S=f(A-B)$, so

$$P_f=\frac{\Omega^4}{2}\,\mathrm{Re}\int f\left(\frac S{L_2}-\frac{\dot S}{L_2^2}+\frac{\ddot S}{L_2^3}\right)dt .$$

**Leading order.** Let $h=f^2$ and $\dot q=-\Gamma_3q+h$. Then $B=iq/(4\Delta)$ and $1/L_2=i/\Delta$ give

$$P_f=\frac{\Omega^4Q}{8\Delta^2},\qquad Q=\int hq\,dt=\frac{\pi s^2}{2}\,\mathrm{erfcx}\!\left(\frac{\Gamma_3s}{\sqrt2}\right),$$

where $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$. The closed form uses $\int h(t)h(t-u)dt=s\sqrt{\pi/2}\,e^{-u^2/2s^2}$. The eliminated model has the same $\rho_{fg}$ and gives the same $P_f$, so $e$ comes from the terms of order $\Delta^{-4}$.

**Population route.** For the part of $S$ containing $A$, $\int f(fA)'dt=-\int ff'A\,dt=\tfrac12\int f^2\dot A\,dt$. With $I_4=\int f^4dt=s\sqrt{\pi/2}$,

$$\int f^2A\,dt=\frac{\Gamma_1I_2^2+I_4}{4\Delta^2},\qquad \tfrac12\int f^2\dot A\,dt=\frac{\Gamma_1I_4}{4\Delta^2}.$$

Their weights are $\mathrm{Re}(1/L_2)=\Gamma_2/\Delta^2$ and $-\mathrm{Re}(1/L_2^2)=1/\Delta^2$, so this route contributes

$$\frac{\Omega^4}{8\Delta^4}\left[\Gamma_1\Gamma_2I_2^2+(\Gamma_1+\Gamma_2)I_4\right].$$

**Coherence route.** For the part containing $B$, moving derivatives onto $f$ gives $\tfrac{\Omega^4}{8}\mathrm{Re}\langle u_2,u_1\rangle$, where $u_2=f^2/L_2+ff'/L_2^2+ff''/L_2^3$ and

$$\langle x,y\rangle=\int dt\,x(t)\int_{-\infty}^t e^{-\Gamma_3(t-t')}y(t')\,dt'.$$

With $k=ff'=h'/2$ and $m=ff''$, expansion in $1/\Delta$ yields

$$\begin{aligned}u_1&=-\frac{ih}{\Delta}+\frac{\Gamma_1h+k}{\Delta^2}+\frac{i(\Gamma_1^2h+2\Gamma_1k+m)}{\Delta^3},\\
u_2&=\frac{ih}{\Delta}+\frac{\Gamma_2h-k}{\Delta^2}-\frac{i(\Gamma_2^2h-2\Gamma_2k+m)}{\Delta^3}.\end{aligned}$$

The $\Delta^{-3}$ terms of the product are imaginary and drop out. The $\Delta^{-4}$ coefficient is

$$-\langle h,\Gamma_1^2h+2\Gamma_1k+m\rangle+\langle\Gamma_2h-k,\Gamma_1h+k\rangle-\langle\Gamma_2^2h-2\Gamma_2k+m,h\rangle .$$

Define $J=\int h\dot q\,dt=I_4-\Gamma_3Q$. The inner integral of $h'$ is $\dot q$, and integration by parts gives

$$\langle h,k\rangle=\tfrac J2,\quad \langle k,h\rangle=-\tfrac J2,\quad \langle k,k\rangle=\tfrac{\Gamma_3J}4 .$$

For the Gaussian, $m=h''/4-h/(2s^2)$. Since $\langle h,h''\rangle=\langle h'',h\rangle=-\int h'\dot q\,dt=-\Gamma_3J$, both pairings of $h$ with $m$ equal $-\Gamma_3J/4-Q/(2s^2)$. The coefficient becomes

$$Q\left(\frac1{s^2}+\Gamma_1\Gamma_2-\Gamma_1^2-\Gamma_2^2\right)-J\left(\frac{\Gamma_1+\Gamma_2}2-\frac{\Gamma_3}4\right).$$

Adding both routes and dividing by the leading yield gives $e=K/\Delta^2$ with

$$K=\frac1{s^2}+\Gamma_1\Gamma_2-\Gamma_1^2-\Gamma_2^2+\frac{\Gamma_1\Gamma_2I_2^2+(\Gamma_1+\Gamma_2)I_4-J\left(\frac{\Gamma_1+\Gamma_2}2-\frac{\Gamma_3}4\right)}Q .$$

Without dephasing, $K=1/s^2$, as in the opening case. For $\Gamma_3s\gg1$, $Q\simeq I_4/\Gamma_3$ and the term from real population of $i$ becomes

$$\frac{\Gamma_1\Gamma_2I_2^2}{Q}\simeq\sqrt{2\pi}\,s\,\Gamma_1\Gamma_2\Gamma_3 .$$

It grows with pulse length because population stored in $i$ early can be excited later. The intensity has cancelled, so lowering $\Omega$ cannot remove this error.

Take one noise source that shifts $g,i,f$ in the ratio 0:1:2. White noise dephases a coherence in proportion to the squared difference of shifts, so $\Gamma_1=\Gamma_2=0.02$ eV gives $\Gamma_3=0.08$ eV. The long-pulse estimate of the stepwise term is $2.507\times91.24\times3.2\times10^{-5}=7.3\times10^{-3}$ eV², and its full value is $7.45\times10^{-3}$. Bandwidth adds $0.12\times10^{-3}$ and the remaining terms $2.86\times10^{-3}$, so

$$\Delta_{\text{fail}}=\sqrt{\frac{0.01043}{0.1}}=0.323\ \text{eV}.$$

That is over eight times the coherent value. With the dephasing rates fixed, the formula gives 0.272 eV for a 50 fs pulse and 0.419 eV for 200 fs.

## A search that does not trust the rule

Stronger fields need integration, and the search must allow for several crossings. Even in the opening case $R\to\pi z^2$ at small $z$, rises above 1.1 and then returns towards 1, so $|e|=0.1$ also occurs inside the failure region. The scheme is therefore:

1. Integrate both models from $-5s$ to $5s$ by fourth-order Runge–Kutta with 2400 steps, for 36 detunings spaced geometrically from 0.03 to 1.5 eV.
2. Find the outermost grid point with $|e|\ge0.1$. Refuse the result if it is the last point.
3. Interpolate $e$ against $\ln\Delta$ with a cubic spline, and find the root between that point and its outer neighbour.
4. Integrate again at the root.

At the largest detuning a step advances the fast phase by $1.5\times912.4/2400=0.57$ rad, which is resolved. The search sees crossings no finer than its grid.

For $\Omega=0.001$ eV the scheme finds 0.322 eV. Halving the time step there changed $e$ by less than $10^{-4}$. The formula for $K$ was tested at $\Delta=1$ eV on four combinations of dephasing and pulse length. The largest difference from integration, 0.6%, occurs without dephasing: $1.194\times10^{-4}$ against $1.201\times10^{-4}$ eV². Its origin is the finite field.

## Why a small error can mislead

The finite-field correction can be derived without dephasing. The state $(g+f)/\sqrt2$ couples to $i$ with matrix element $\Omega f/\sqrt2$, while $(g-f)/\sqrt2$ is uncoupled. A slow pulse gives the coupled state the energy

$$\lambda=\frac{\Delta-\sqrt{\Delta^2+2\Omega^2f^2}}2=-\frac{\Omega^2f^2}{2\Delta}+\frac{\Omega^4f^4}{4\Delta^3}+\dots$$

The relative phase $\theta=-\int\lambda\,dt$ produces $P_f=\sin^2(\theta/2)$. The second term reduces $\theta$ by the fraction $\Omega^2I_4/(2\Delta^2I_2)=\Omega^2/(2\sqrt2\Delta^2)$, and a small population by twice that. With the bandwidth term,

$$e\simeq\frac{1/s^2-\Omega^2/\sqrt2}{\Delta^2}.$$

For $\Omega=0.001$ eV the second term lowers $K$ by $0.007\times10^{-4}$ eV², which accounts for the difference above. The two errors have opposite signs and cancel near $\Omega=2^{1/4}/s$.

With dephasing the sign also changes. The peak intensity $I$ is converted through $E_0=\sqrt{2I/(\epsilon_0cn)}$ with $n=1.5$ and $\mu=5$ D:

| $I$ (TW/cm²) | $\Omega$ (eV) | $\Delta_{\text{fail}}$ (eV) | $e$ |
|---|---|---|---|
| 0.001 | 0.007 | 0.320 | +0.1 |
| 0.01 | 0.023 | 0.300 | +0.1 |
| 0.03 | 0.040 | 0.248 | +0.1 |
| 0.1 | 0.074 | 0.149 | −0.1 |
| 0.3 | 0.128 | 0.434 | −0.1 |

In the first row $\Delta$ is 43 times $\Omega$, and the error is still 10%. The failure detuning then falls with intensity before it rises. The weak-field $K$, which does not depend on $\Omega$, cannot describe this.

At 0.1 TW/cm² and $\Delta=0.3$ eV, $e$ is only −1.6%. The weak-field formula gives +12% at this detuning, so the small value is a cancellation that holds only near this intensity. Moreover, 8.0% of the population remains in $i$, against 5.4% in $f$. Going further off resonance does not cure this, since the weak-field formulas give

$$\frac{P_i}{P_f}=\frac{4\Gamma_1I_2}{\Omega^2Q},$$

which is independent of $\Delta$. Here $I_2=161.7$/eV and $Q=1404$/eV², so the ratio is 1.69. Integration gives 1.68 at 1.5 eV. Within this model elimination can predict $P_f$ well and still miss most of the excitation.

## The bath must supply the missing energy

Real population of $i$ requires energy $\Delta$ beyond one photon. Constant dephasing rates describe white noise, which supplies any energy. Give the noise $x(t)$ instead the correlation $\sigma^2e^{-\gamma|t|}$, with $\sigma^2/\gamma=\Gamma_1$ so that the slow-noise strength is unchanged. The off-resonant field mixes $i$ into $g$ with amplitude of size $\Omega f/(2\Delta)$. Second-order perturbation theory in the noise then gives the transfer rate

$$\left(\frac{\Omega f}{2\Delta}\right)^2\int\sigma^2e^{-\gamma|\tau|}e^{i\Delta\tau}d\tau=\frac{\Omega^2f^2\Gamma_1}{2\Delta^2}\,\frac{\gamma^2}{\gamma^2+\Delta^2}.$$

The last factor is new. For a 20 fs correlation time, $\gamma=0.033$ eV, and at 1.5 eV the factor is $4.8\times10^{-4}$, as integration also finds. The rate is only the lowest order in the noise. For $\Delta$ well above $\sigma$ and $\gamma$, the next order raises it by a fraction of about $10\sigma^2/\Delta^2$. With $\sigma=0.026$ eV this is 7% at 0.3 eV (8% for $P_i$ once the bandwidth of the 100 fs pulse is included), but near 0.1 eV and below the formula clearly underestimates the transfer, and the integration described next is needed.

To integrate with such noise, let $\rho(x,t)$ be the density matrix joint with the noise value and $V=\mathrm{diag}(0,1,2)$:

$$\partial_t\rho=-i[H+xV,\rho]+\gamma\,\partial_x(x\rho+\sigma^2\partial_x\rho).$$

Expand in Hermite functions $\phi_n$ of the noise. They decay at $n\gamma$ and obey $x\phi_n=\sigma(\sqrt{n+1}\,\phi_{n+1}+\sqrt n\,\phi_{n-1})$, so

$$\dot\rho_n=-i[H,\rho_n]-n\gamma\rho_n-i\sigma[V,\sqrt{n+1}\,\rho_{n+1}+\sqrt n\,\rho_{n-1}].$$

The physical density matrix is $\rho_0$, and initially the others vanish. Both models receive the same noise. Truncation at $n=12$ gives a weak-field failure detuning of 0.062 eV; at that detuning, truncation at $n=18$ left $|e|$ within 0.005 of 0.1. For this 20 fs correlation time, 0.32 eV thus belongs largely to the white-noise assumption. The value depends on the correlation time: for 5 fs at the same $\sigma^2/\gamma$ the failure detuning lies between 0.10 and 0.14 eV.

## Reading the numbers for a resist

As an illustration, take a resist exposed by two-photon absorption with a pulse of 100 fs at 780 nm and 0.1 TW/cm². The dipoles and dephasing rates are round values for a strongly absorbing sensitizer, not data for a named dye. A one-photon level assumed at 3.1 eV puts $\Delta$ near 1.5 eV, where the white-noise model gives $e=-0.0003$. This value too is a cancellation near one intensity: the weak-field formula gives $0.01043/1.5^2=0.0046$. Either number is the error of elimination alone, not the accuracy of the yield: both models drop the terms oscillating at $2\omega$, and with $\Delta$ close to $\omega$ these cannot be neglected at this level. They raise $P_i$, for example, by a fraction of about $[\Delta/(\Delta+2\omega)]^2=0.10$. The white-noise prediction that $i$ holds more population than $f$ there should not be carried over to a resist, because the memory factor removes nearly all of the population that noise puts into $i$. Relaxation from $f$, which lies only 0.08 eV above $i$ in this example, can still fill $i$ and is not part of the model. The noise used here is also classical and moves population up and down equally. A thermal bath at 300 K whose symmetrized noise spectrum equals the classical one would multiply the upward rate at 0.32 eV by a further $2/(1+e^{\Delta/k_BT})=8\times10^{-6}$.

Two other omissions were sized. Loss from $f$ in 100 fs, counted as yield, moves the weak-field white-noise value from 0.322 to 0.350 eV (0.349 eV at $\Omega=0.005$ eV). A second path with the same dipole product, detuned by one photon energy of 1.59 eV, has $0.322/1.59=0.2025$ of the main amplitude at failure. Depending on its sign, it changes the eliminated model's yield by −36% or +45%. This exceeds the 10% tolerance, but it would enter both models as a direct coupling, so $e$ does not measure its size. It does alter $e$, because the stepwise part of the yield does not interfere with it: the weak-field failure detuning moves from 0.322 eV to about 0.28 eV if the paths add and to about 0.42 eV if they oppose. A small $e$ supports the eliminated model's $P_f$ only for the pulse and intensity at which it was computed, and leaves open whether three levels suffice. A focused beam contains a range of intensities, so $e$ has to be computed over that range. The numerical output below lists the remaining values.

## Computed results

```
wavelength 780 nm, photon energy 1.590 eV
pulse FWHM 100 fs, s = 60.06 fs
s/hbar = 91.24 1/eV
refractive index 1.5, dipoles 5.0 D
dephasing gi, if, gf: 0.020 0.020 0.080 eV
gi dephasing time 32.9 fs
failure tolerance 0.10
law test at 1 eV: K integrated, K formula (eV^2)
  1.0420e-02  1.0429e-02
  1.0414e-02  1.0429e-02
  5.8728e-03  5.8810e-03
  6.1671e-03  6.1797e-03
  1.1944e-04  1.2012e-04
K bandwidth part 1.201e-04 eV^2
K stepwise part  7.451e-03 eV^2
K remaining part 2.858e-03 eV^2
weak-field failure detuning, formula    0.3229 eV
weak-field failure detuning, integrated 0.3219 eV
  formula for a 50 fs pulse: 0.2720 eV
  formula for a 200 fs pulse: 0.4189 eV
no dephasing, weak field: 0.0379 eV
I (TW/cm2), Rabi (eV), failure detuning (eV), signed e
  0.001  0.0074  0.3198  +0.100
  0.010  0.0233  0.3001  +0.100
  0.030  0.0404  0.2480  +0.100
  0.100  0.0738  0.1485  -0.100
  0.300  0.1278  0.4344  -0.100
at 0.1 TW/cm2: detuning (eV), P_f full, P_f eliminated, e, P_i
  0.3  5.413e-02  5.500e-02  -0.0158  7.992e-02
  0.5  2.035e-02  2.043e-02  -0.0039  3.262e-02
  1.0  5.173e-03  5.177e-03  -0.0007  8.632e-03
  1.5  2.306e-03  2.306e-03  -0.0003  3.878e-03
noise correlation time 20 fs, rms 0.0257 eV
failure detuning with bath memory 0.0624 eV
P_i at 1.5 eV, memory/white noise: 4.83e-04
thermal uphill factor at 300 K, weak-field failure: 7.83e-06
failure detuning with 100 fs loss from f: 0.3491 eV
second path / main path amplitude at failure: 0.202
```
